# The Landau–Yang theorem: two-photon states and why triplet P1 is excluded

## First derivation: helicity states

Rotation symmetry fixes the form of the answer before any interaction is specified. A system at rest that decays into two photons sends them out back to back. Orbital angular momentum $\mathbf r\times\mathbf p$ has no component along the line of flight, so the total angular momentum along that line comes from the photon spins. If photon 1 has helicity $\lambda_1$ and photon 2 has helicity $\lambda_2$, this component, measured along the direction of photon 1, is

$$\lambda=\lambda_1-\lambda_2 ,\qquad \lambda\in\{0,0,+2,-2\},$$

because each helicity is $\pm1$ and the spin of photon 2 is referred to the opposite direction. A state of angular momentum $J$ can contain the component $\lambda$ if $J\ge|\lambda|$. With labelled photons there are therefore four kinds of state for $J\ge2$ and two for $J=0$ or $1$. What remains is a sign. A half turn about an axis perpendicular to the line of flight interchanges the two directions, and it multiplies a state with $\lambda=0$ by $(-1)^J$. Identical bosons permit no sign change under exchange, and at $J=1$ this removes the two states that were left.

The full statement is as follows. Let a system of total angular momentum $J$, at rest, decay into two real photons and nothing else. For each magnetic quantum number $M$, the numbers of independent two-photon states with parity $P$ are:

| $J$ | $P=+$ | $P=-$ |
|---|---|---|
| 0 | 1 | 1 |
| 1 | 0 | 0 |
| even, $\ge2$ | 2 | 1 |
| odd, $\ge3$ | 1 | 0 |

The assumptions are rotation invariance, the transversality of real photons, and Bose symmetry. The row $J=1$ is the Landau–Yang theorem. Parity sorts the states into columns but is not needed for the vanishing of that row.

**Photon states and their phases.** Let $|\mathbf k,\mathbf e\rangle$ be a one-photon state with momentum $\mathbf k$ and polarization vector $\mathbf e$. It is linear in $\mathbf e$, and $\mathbf k\cdot\mathbf e=0$. A rotation $R$ turns both vectors. Parity $\Pi$ reverses both, because the vector potential is a polar vector:

$$U(R)|\mathbf k,\mathbf e\rangle=|R\mathbf k,R\mathbf e\rangle,\qquad \Pi|\mathbf k,\mathbf e\rangle=|-\mathbf k,-\mathbf e\rangle .$$

Circular polarization is described by

$$\mathbf e_{\pm}=\mp\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}.$$

A rotation by $\gamma$ about $z$ sends $\hat{\mathbf x}$ to $\hat{\mathbf x}\cos\gamma+\hat{\mathbf y}\sin\gamma$ and $\hat{\mathbf y}$ to $-\hat{\mathbf x}\sin\gamma+\hat{\mathbf y}\cos\gamma$. It follows that $R_z(\gamma)\mathbf e_\pm=e^{\mp i\gamma}\mathbf e_\pm$, so $\mathbf e_\pm$ carries $J_z=\pm1$.

The two photons have equal energies, because their momenta are opposite. Take photon 1 along $+z$ and photon 2 along $-z$. Helicity is the spin component along the photon's own momentum, so photon 2 with helicity $\lambda_2$ has $J_z=-\lambda_2$ and polarization vector $\mathbf e_{-\lambda_2}$. The reference state is

$$|\lambda_1\lambda_2\rangle=|\hat{\mathbf z},\mathbf e_{\lambda_1}\rangle_1\,|-\hat{\mathbf z},\mathbf e_{-\lambda_2}\rangle_2 ,$$

where the common magnitude of the momenta is left out of the notation. Its total $J_z$ is $\lambda_1-\lambda_2=\lambda$, as it should be.

The half turn $R_y(\pi)$ reverses $\hat{\mathbf x}$ and $\hat{\mathbf z}$ and leaves $\hat{\mathbf y}$ alone. Therefore

$$R_y(\pi)\mathbf e_{\pm}=\mp\frac{-\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}=\pm\frac{\hat{\mathbf x}\mp i\hat{\mathbf y}}{\sqrt2}=\mathbf e_{\mp}.$$

With these phases no sign appears. This matters because the theorem rests on a sign.

**Exchange and parity on the reference states.** The operator $P_{12}$ exchanges the labels of the photons:

$$P_{12}|\lambda_1\lambda_2\rangle=|-\hat{\mathbf z},\mathbf e_{-\lambda_2}\rangle_1\,|\hat{\mathbf z},\mathbf e_{\lambda_1}\rangle_2 .$$

Photon 1 now travels along $-z$. To compare this with a reference state, apply the half turn to $|\lambda_2\lambda_1\rangle=|\hat{\mathbf z},\mathbf e_{\lambda_2}\rangle_1|-\hat{\mathbf z},\mathbf e_{-\lambda_1}\rangle_2$. It reverses both momenta and both subscripts, which gives the right-hand side above. Hence

$$P_{12}|\lambda_1\lambda_2\rangle=U(R_y(\pi))\,|\lambda_2\lambda_1\rangle .$$

Under parity each polarization vector acquires a minus sign, and the two signs cancel in the product:

$$\Pi|\lambda_1\lambda_2\rangle=|-\hat{\mathbf z},\mathbf e_{\lambda_1}\rangle_1\,|\hat{\mathbf z},\mathbf e_{-\lambda_2}\rangle_2=U(R_y(\pi))\,|-\lambda_1,-\lambda_2\rangle .$$

The last step uses $|-\lambda_1,-\lambda_2\rangle=|\hat{\mathbf z},\mathbf e_{-\lambda_1}\rangle_1|-\hat{\mathbf z},\mathbf e_{\lambda_2}\rangle_2$ and the same half turn. Parity reverses momentum but not spin, which is why the helicities change sign.

**States of definite angular momentum.** Let $D^J_{M'M}(R)=\langle JM'|U(R)|JM\rangle$ be the rotation matrices, and let $dR$ be the invariant integration measure over rotations. Define

$$|JM;\lambda_1\lambda_2\rangle=N_J\int dR\;D^{J*}_{M\lambda}(R)\,U(R)|\lambda_1\lambda_2\rangle ,$$

with a normalization constant $N_J$. To see that this has angular momentum $J,M$, apply a rotation $S$ and replace the integration variable $R$ by $S^{-1}R$. The weight becomes

$$D^{J*}_{M\lambda}(S^{-1}R)=\sum_{M'}D^{J*}_{MM'}(S^{-1})D^{J*}_{M'\lambda}(R)=\sum_{M'}D^{J}_{M'M}(S)\,D^{J*}_{M'\lambda}(R),$$

where unitarity was used in the last step. Thus $U(S)|JM;\lambda_1\lambda_2\rangle=\sum_{M'}D^J_{M'M}(S)|JM';\lambda_1\lambda_2\rangle$, the transformation law of angular momentum $J$.

The second index of $D^J$ has to be $\lambda$. Suppose it were $\mu$, and replace $R$ by $RR_z(\gamma)$. The rotation matrix contributes $e^{i\mu\gamma}$ and the reference state contributes $e^{-i\lambda\gamma}$. The integral cannot depend on $\gamma$, so it vanishes unless $\mu=\lambda$. Since $\mu$ runs from $-J$ to $J$, a state exists only if $J\ge|\lambda|$.

No state is missed. Every state of two labelled, back-to-back photons is a superposition of rotated reference states, and its part with given $J,M$ is a combination of the states just defined. For fixed $J,M$ the different helicity pairs are independent, because for a given direction of photon 1 their polarization tensors are orthogonal.

**The sign of the half turn.** The half turn reverses $J_x$ and $J_z$ and preserves $J_y$. It therefore maps $|Jm\rangle$ to $c_m|J,-m\rangle$, and it turns $J_-=J_x-iJ_y$ into $-J_x-iJ_y=-J_+$. Apply it to $J_-|Jm\rangle$. The square roots produced by $J_-$ on $|Jm\rangle$ and by $J_+$ on $|J,-m\rangle$ are both $\sqrt{(J+m)(J-m+1)}$, so

$$c_{m-1}=-c_m .$$

The starting value follows from writing $|JJ\rangle$ as $2J$ spins $\tfrac12$, all up. For one such spin, $e^{-i\pi\sigma_y/2}=-i\sigma_y$ turns up into down with coefficient $+1$, so $c_J=1$. Hence

$$D^J_{m'm}(R_y(\pi))=(-1)^{J-m}\,\delta_{m',-m}.$$

These matrix elements are real, so those of the inverse rotation follow by transposition:

$$D^J_{m\lambda}(R_y(-\pi))=D^J_{\lambda m}(R_y(\pi))=(-1)^{J-m}\delta_{\lambda,-m}=(-1)^{J+\lambda}\delta_{m,-\lambda}.$$

Since $\lambda$ is $0$ or $\pm2$, the sign is $(-1)^J$.

**Exchange and parity at fixed $J$.** Both $P_{12}$ and $\Pi$ commute with rotations, so they may be taken inside the integral:

$$P_{12}|JM;\lambda_1\lambda_2\rangle=N_J\int dR\,D^{J*}_{M\lambda}(R)\,U(RR_y(\pi))|\lambda_2\lambda_1\rangle .$$

Introduce $R'=RR_y(\pi)$, so that $R=R'R_y(-\pi)$. Then

$$D^{J*}_{M\lambda}(R'R_y(-\pi))=\sum_m D^{J*}_{Mm}(R')\,D^{J}_{m\lambda}(R_y(-\pi))=(-1)^J D^{J*}_{M,-\lambda}(R').$$

The index $-\lambda=\lambda_2-\lambda_1$ is the one that belongs to $|\lambda_2\lambda_1\rangle$. The same substitution works for parity, since $|-\lambda_1,-\lambda_2\rangle$ also has component $-\lambda$. The results are

$$P_{12}|JM;\lambda_1\lambda_2\rangle=(-1)^J|JM;\lambda_2\lambda_1\rangle ,$$

$$\Pi|JM;\lambda_1\lambda_2\rangle=(-1)^J|JM;-\lambda_1,-\lambda_2\rangle .$$

**The Bose-symmetric states.** Photons require $P_{12}=+1$. From here on, $+$ and $-$ inside a ket denote helicities $+1$ and $-1$, and $J,M$ are understood.

For equal helicities, $\lambda=0$, exchange returns the same state multiplied by $(-1)^J$. These states survive for even $J$ and are excluded for odd $J$. At even $J$ parity interchanges $|{+}{+}\rangle$ and $|{-}{-}\rangle$, so the combinations of definite parity are

$$\frac{|{+}{+}\rangle\pm|{-}{-}\rangle}{\sqrt2},\qquad P=\pm .$$

For opposite helicities, $|\lambda|=2$, one needs $J\ge2$. Exchange interchanges the two states, and the symmetric combination is

$$\frac{|{+}{-}\rangle+(-1)^J|{-}{+}\rangle}{\sqrt2}.$$

Parity sends $|{+}{-}\rangle$ to $(-1)^J|{-}{+}\rangle$, and $(-1)^J|{-}{+}\rangle$ to $|{+}{-}\rangle$. The combination is unchanged, so it has $P=+$ for even and odd $J$ alike. Collecting the cases reproduces the table.

At $J=1$ two different reasons combine. Equal helicities are allowed by angular momentum but have the wrong exchange sign. Opposite helicities could be symmetrized but have two units of angular momentum along an axis, more than $J=1$ can supply.

The parity states at $\lambda=0$ have a direct meaning in terms of linear polarization. In the reference direction,

$$\mathbf e_+\otimes\mathbf e_-+\mathbf e_-\otimes\mathbf e_+=-(\hat{\mathbf x}\otimes\hat{\mathbf x}+\hat{\mathbf y}\otimes\hat{\mathbf y}),$$

$$\mathbf e_+\otimes\mathbf e_--\mathbf e_-\otimes\mathbf e_+=i(\hat{\mathbf x}\otimes\hat{\mathbf y}-\hat{\mathbf y}\otimes\hat{\mathbf x}).$$

The $P=+$ state with $\lambda=0$ has parallel linear polarizations. The $P=-$ state has perpendicular ones.

**What this says about a decay.** The transition operator commutes with rotations, so an initial state $J,M$ can reach only final states with the same $J,M$. For $J=1$ the space of two-photon final states is empty. The amplitude is then zero whatever the interaction is and at whatever order it is calculated, as long as the interaction respects rotation invariance.

For a fermion and its antifermion with orbital angular momentum $L$ and total spin $S$, the relative intrinsic parity is $-1$, so $P=(-1)^{L+1}$. Charge conjugation $C$ interchanges particle and antiparticle. Restoring the original order gives $(-1)^L$ from the orbital function, $(-1)^{S+1}$ from the spin function, and $-1$ from reordering the fermion operators. Thus $C=(-1)^{L+S}$. The state $^3P_1$, with $L=S=J=1$, has $P=+$ and $C=+$. Each photon has $C=-1$, so a photon pair has $C=+$, and charge conjugation would permit the decay. It is forbidden by rotation invariance and Bose symmetry together. The neighbouring states $^3P_0$ and $^3P_2$ have $P=C=+$ as well, and the table offers them one and two final states respectively.

## Second derivation: transverse tensors, and the case of positronium

In the first half, photon 1 travels along the unit vector $\mathbf n$ and photon 2 along $-\mathbf n$; their helicities are $\lambda_1,\lambda_2$, and $\lambda=\lambda_1-\lambda_2$ is the angular momentum along $\mathbf n$. The circular vectors are $\mathbf e_\pm=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$, and for $\mathbf n=\hat{\mathbf z}$ the photons have polarizations $\mathbf e_{\lambda_1}$ and $\mathbf e_{-\lambda_2}$. Bose-symmetric states were found to be absent at $J=1$, to number two with $P=+$ and one with $P=-$ at even $J\ge2$, and one with $P=+$ at odd $J\ge3$; $J=0$ has one of each parity. The same classification follows without rotation matrices.

**Wave functions as tensors.** Describe the pair by a field $A_{ij}(\mathbf n)$, where $i$ is the polarization index of photon 1 and $j$ that of photon 2. Real photons are transverse:

$$n_iA_{ij}(\mathbf n)=0,\qquad A_{ij}(\mathbf n)n_j=0 .$$

Exchange interchanges the indices and reverses the direction assigned to photon 1. Parity reverses the direction, while the signs of the two polar vectors cancel:

$$P_{12}:\ A_{ij}(\mathbf n)\to A_{ji}(-\mathbf n),\qquad \Pi:\ A_{ij}(\mathbf n)\to A_{ij}(-\mathbf n).$$

Angular momentum $J$ is carried by a symmetric traceless tensor $S$ of rank $J$, which has $2J+1$ components. The field must be linear in $S$ and otherwise built from $\mathbf n$, $\delta_{ij}$ and $\epsilon_{ijk}$. Let $s$ be $S$ with all indices contracted with $\mathbf n$, and let $\Delta_{ij}=\delta_{ij}-n_in_j$ project onto the transverse plane. Two transverse structures exist for every $J$:

$$F^{(1)}_{ij}=\Delta_{ij}\,s,\qquad F^{(2)}_{ij}=\epsilon_{ijk}n_k\,s .$$

For $J\ge2$ two indices of $S$ can be left free and the other $J-2$ contracted with $\mathbf n$. Let $Q_{ij}$ be the transverse, traceless part of the result. Then

$$F^{(3)}_{ij}=Q_{ij},\qquad F^{(4)}_{ij}=\epsilon_{iak}n_k\,Q_{aj}.$$

$F^{(4)}$ is symmetric too. For $\mathbf n=\hat{\mathbf z}$, in the transverse plane,

$$\begin{pmatrix}0&1\\-1&0\end{pmatrix}\begin{pmatrix}q&r\\r&-q\end{pmatrix}=\begin{pmatrix}r&-q\\-q&-r\end{pmatrix}.$$

The list is complete. A covariant field is fixed by its value at $\mathbf n=\hat{\mathbf z}$, which must respect rotations about $z$. Transverse tensors have $J_z=0,0,2,-2$, and $S$ contains each allowed $J_z$ once. This leaves four free coefficients for $J\ge2$ and two for $J<2$, as many as there are independent structures above.

The signs come from counting factors of $\mathbf n$. Both $s$ and $Q$ acquire $(-1)^J$ when $\mathbf n$ is reversed. In $F^{(2)}$ the extra $\mathbf n$ gives another minus sign, which exchange cancels through the antisymmetry of $\epsilon_{ijk}$. In $F^{(4)}$ nothing cancels it.

| structure | exchange | parity |
|---|---|---|
| $F^{(1)}$ | $(-1)^J$ | $(-1)^J$ |
| $F^{(2)}$ | $(-1)^J$ | $(-1)^{J+1}$ |
| $F^{(3)}$ | $(-1)^J$ | $(-1)^J$ |
| $F^{(4)}$ | $(-1)^{J+1}$ | $(-1)^{J+1}$ |

Bose symmetry keeps the first three at even $J$, with parities $+,-,+$, and the fourth at odd $J$, with parity $+$. Since $F^{(3)}$ and $F^{(4)}$ require $J\ge2$, the earlier classification is recovered. At $J=1$ the candidates are $\Delta_{ij}(\mathbf S\cdot\mathbf n)$ and $\epsilon_{ijk}n_k(\mathbf S\cdot\mathbf n)$, and both are odd under exchange.

Transversality is essential here. The fields $S_in_j-S_jn_i$ and $(\mathbf S\times\mathbf n)_in_j+(\mathbf S\times\mathbf n)_jn_i$ are Bose-symmetric at $J=1$, with parities $-$ and $+$. They contain a polarization along $\mathbf n$, so they are available to identical massive vector particles but not to real photons.

**The tree amplitude of positronium.** The theorem can be seen at work in electron–positron annihilation. Use $\hbar=c=m=1$, with $m$ the electron mass, and take out the factor $e^2=4\pi\alpha$. The electron has momentum $\mathbf p$, the positron $-\mathbf p$, each with energy $E$, and $k_{1,2}=E(1,\pm\mathbf n)$. Let $\mathbf a,\mathbf b$ be the complex-conjugated polarization vectors of photons 1 and 2, with zero time components. The two diagrams give

$$\mathcal M=\bar v\left[\frac{\not b(\not p_1-\not k_1+1)\not a}{-2E(E-\mathbf p\cdot\mathbf n)}+\frac{\not a(\not p_1-\not k_2+1)\not b}{-2E(E+\mathbf p\cdot\mathbf n)}\right]u ,$$

since $(p_1-k_1)^2-1=-2p_1\cdot k_1$. The Dirac equation gives $(\not p_1+1)\not a\,u=2(p_1\cdot a)u=-2(\mathbf p\cdot\mathbf a)u$. The first numerator is therefore $-[2(\mathbf p\cdot\mathbf a)\not b+\not b\not k_1\not a]$, whose sign cancels that of the denominator; the second follows by $\mathbf a\leftrightarrow\mathbf b$, $k_1\to k_2$.

To first order in $\mathbf p$, with two-component spinors $\xi$ and $\eta$,

$$u=\sqrt2\begin{pmatrix}\xi\\\tfrac12\boldsymbol\sigma\cdot\mathbf p\,\xi\end{pmatrix},\qquad \bar v=\sqrt2\left(-\tfrac12\eta^\dagger\boldsymbol\sigma\cdot\mathbf p,\;-\eta^\dagger\right).$$

Then $\bar v\not b u=-2\eta^\dagger\boldsymbol\sigma\cdot\mathbf b\,\xi$ at lowest order. Define $\Sigma=(\boldsymbol\sigma\cdot\mathbf b)(\boldsymbol\sigma\cdot\mathbf a)$ and $T=(\boldsymbol\sigma\cdot\mathbf b)(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf a)$, and let $\Sigma',T'$ be the same with $\mathbf a,\mathbf b$ interchanged. Take the metric $(+,-,-,-)$ and the representation $\gamma^0=\mathrm{diag}(1,-1)$, $\gamma^k=\begin{pmatrix}0&\sigma_k\\-\sigma_k&0\end{pmatrix}$. Then $\not a=\begin{pmatrix}0&-\boldsymbol\sigma\cdot\mathbf a\\\boldsymbol\sigma\cdot\mathbf a&0\end{pmatrix}$ and $\not k_1=E\begin{pmatrix}1&-\boldsymbol\sigma\cdot\mathbf n\\\boldsymbol\sigma\cdot\mathbf n&-1\end{pmatrix}$, so $\not b\not k_1\not a=E\begin{pmatrix}\Sigma&T\\-T&-\Sigma\end{pmatrix}$. The product $\not a\not k_2\not b$ follows by $\Sigma\to\Sigma'$, $T\to-T'$. Placing these between $\bar v$ and $u$ and keeping first order in $\mathbf p$ gives

$$\bar v\not b\not k_1\not a u=E\,\eta^\dagger\left([\Sigma,\boldsymbol\sigma\cdot\mathbf p]+2T\right)\xi ,$$

$$\bar v\not a\not k_2\not b u=E\,\eta^\dagger\left([\Sigma',\boldsymbol\sigma\cdot\mathbf p]-2T'\right)\xi .$$

The denominators supply $\tfrac12(1\pm\mathbf p\cdot\mathbf n)$ after one $E$ cancels. The operator between $\eta^\dagger$ and $\xi$ is

$$T-T'+(\mathbf p\cdot\mathbf n)(T+T')+\tfrac12[\Sigma+\Sigma',\boldsymbol\sigma\cdot\mathbf p]-2(\mathbf p\cdot\mathbf a)\boldsymbol\sigma\cdot\mathbf b-2(\mathbf p\cdot\mathbf b)\boldsymbol\sigma\cdot\mathbf a .$$

Here $\Sigma+\Sigma'=2\,\mathbf a\cdot\mathbf b$ commutes with everything. The product rule for Pauli matrices gives $T=i\mathbf n\cdot(\mathbf a\times\mathbf b)-(\mathbf a\cdot\mathbf b)\boldsymbol\sigma\cdot\mathbf n$, and $T'$ has the opposite first term. Hence

$$\mathcal M=\eta^\dagger\left[2i\,\mathbf n\cdot(\mathbf a\times\mathbf b)-2B_{ij}p_i\sigma_j\right]\xi ,$$

$$B_{ij}=a_ib_j+b_ia_j+(\mathbf a\cdot\mathbf b)n_in_j .$$

The first term belongs to the spin singlet $^1S_0$. In the second, $\mathbf p$ supplies $L=1$ and $\boldsymbol\sigma$ supplies $S=1$. The trace of $p_i\sigma_j$ is $^3P_0$, its antisymmetric part $\mathbf p\times\boldsymbol\sigma$ is $^3P_1$, and its symmetric traceless part is $^3P_2$. Since $B_{ij}$ is symmetric, $^3P_1$ drops out.

It drops out of each diagram separately. In the first diagram, $\tfrac12[\Sigma,\boldsymbol\sigma\cdot\mathbf p]=(\mathbf p\cdot\mathbf a)\boldsymbol\sigma\cdot\mathbf b-(\mathbf p\cdot\mathbf b)\boldsymbol\sigma\cdot\mathbf a$. Added to $-2(\mathbf p\cdot\mathbf a)\boldsymbol\sigma\cdot\mathbf b$, it leaves a symmetric expression. The singlet $^1P_1$ behaves differently: the diagrams contribute $\pm i(\mathbf p\cdot\mathbf n)\,\mathbf n\cdot(\mathbf a\times\mathbf b)$, which cancel. This is charge conjugation at work: it makes the diagrams equal for $C=+$ and opposite for $C=-$.

The zero is not an artefact of small $\mathbf p$. Write the amplitude as $\eta^\dagger[V_0+\mathbf V\cdot\boldsymbol\sigma]\xi$, and measure the $^3P_0$ content by the average of $\hat{\mathbf p}\cdot\mathbf V$ over the direction of $\mathbf p$; for equal helicities the expansion above gives $2p$. With the full Dirac spinors at $p=0.7\,mc$, Gauss–Legendre integration gives $1.07$ for this average, while the corresponding projections on the $J=1$ states $^3S_1$, $^3D_1$, $^1P_1$ and $^3P_1$ stay at the level of rounding, $10^{-14}$ or smaller.

**Two-photon rates of the $2\,^3P_J$ levels.** For equal helicities $\mathbf a\cdot\mathbf b=-1$ and $a_ib_j+b_ia_j=-\Delta_{ij}$, so $B_{ij}=-\delta_{ij}$: a pure trace, which feeds only $^3P_0$. For opposite helicities $\mathbf a=\mathbf b$ and $\mathbf a\cdot\mathbf a=0$, so $B_{ij}=2a_ia_j$ is traceless and feeds only $^3P_2$. That $^3P_0$ cannot reach opposite helicities is exact, since $J=0<|\lambda|$. That $^3P_2$ avoids equal helicities holds only at leading order: this amplitude appears at order $p^3$.

Let $W_J$ be $|2B_{ij}t_{ij}|^2$, averaged over $M$ and summed over helicities, with $t_{ij}$ the normalized state tensor. For $J=0$, $t_{ij}=\delta_{ij}/\sqrt3$ gives $12$ for each of two helicity pairs. For $J=2$ the sum over $M$ gives $4|B|^2=16$, and division by five gives $3.2$ for each pair:

$$W_0=24,\qquad W_1=0,\qquad W_2=6.4 .$$

The spinors and photon fields are normalized to twice the energy, which brings a factor $\tfrac14$ into the amplitude. A normalized triplet gives $\eta^\dagger\sigma_j\xi\to\sqrt2$ along its own axis. The momentum $\mathbf p$ acts as a gradient on the orbital function at the origin, of size $\sqrt{3/4\pi}\,R'(0)$, where $R$ is the radial function. The golden rule, with $\tfrac12$ for identical photons and $\int k^2dk\,\delta(2-2k)=\tfrac12$, gives

$$\Gamma_J=\frac{1}{4\pi}\,\frac{(4\pi\alpha)^2}{16}\cdot2\cdot\frac{3}{4\pi}|R'(0)|^2W_J=\frac38\alpha^2|R'(0)|^2W_J .$$

In Hartree units the positronium Bohr radius is $2$, because the reduced mass is $\tfrac12$. The $2P$ function is $R=re^{-r/4}/(2\sqrt6\cdot2^{5/2})$, so $R'(0)=0.0361$ and $|R'(0)|^2=1/768$. In natural units this becomes $\alpha^5/768$, and $\Gamma_0=9\alpha^7/768=3\alpha^7/256$. One hartree is $\alpha^2mc^2$, so

$$\Gamma(2\,^3P_0)=\frac{3\alpha^5}{256}=2.425\times10^{-13}\ \text{a.u.}=1.00\times10^4\ \text{s}^{-1},$$

with $\alpha=0.007297353$ and an atomic unit of time, $\hbar/(\alpha^2mc^2)$, of $2.419\times10^{-17}$ s. The ratio $W_2/W_0=4/15$ gives $\Gamma(2\,^3P_2)=2.67\times10^3\ \text{s}^{-1}$, and $\Gamma(2\,^3P_1)=0$. Both nonzero rates are leading-order results in $\alpha$, so corrections of relative order $\alpha$ can change their third figure; the zero does not depend on that approximation. These are partial rates for annihilation into two photons, not inverse lifetimes: all three levels decay mainly by electric-dipole emission to $1\,^3S_1$, at about $3\times10^8\ \text{s}^{-1}$, more than $10^4$ times faster.

**What each derivation assumes.** Both derivations need two real photons with opposite momenta, rotation invariance and Bose symmetry. They differ in where masslessness enters. In the helicity argument it is the absence of helicity zero, and $J=1$ fails partly because $|\lambda|=2$ is too large. In the tensor argument it is the condition $n_iA_{ij}=0$, which can be lifted to show what massive particles gain. The helicity method gives the physical final states directly. The tensor method gives the form of the amplitude, but its completeness still rests on counting components along $\mathbf n$.

Neither uses charge conjugation or perturbation theory, and in both, parity serves only to sort the allowed states; the vanishing at $J=1$ does not depend on it. The tree calculation assumes the interaction of electrodynamics, taken at lowest order, and in return gives rates for the allowed levels.

When a shared premise fails, the proof no longer applies and the amplitude at $J=1$ need not vanish. A virtual photon can be longitudinal. A nucleus that takes up recoil lets the photons leave at other angles and with unequal energies. If two massless vectors carry a further label in an antisymmetric state, the required exchange sign is reversed, and both $\lambda=0$ states at $J=1$ become allowed.
